# Valence and conduction spin splittings at K in monolayer MoS2

Suppose a device model gives monolayer MoS2 one "spin-orbit strength", taken from the large splitting of its valence band, and uses it for electrons too. It then predicts an electron channel in which each K valley holds one spin at room temperature. Band calculations place the two spin branches of the conduction band only a few meV apart, well below the thermal energy, so electrons occupy both. The two band edges differ because their molybdenum d orbitals carry different angular momentum about the layer normal.

## The first-order rule

Take $z$ normal to the layer, measure angular momentum in units of $\hbar$, and write the spin-orbit coupling of each atom as

$$H_{so}=\zeta\,\mathbf L\cdot\mathbf S=\zeta\left[L_zS_z+\tfrac12(L_+S_-+L_-S_+)\right].$$

The constant $\zeta$ measures the electric field that the electron feels near the nucleus. In Hartree atomic units $\zeta=(\alpha^2/2)\langle r^{-1}dV/dr\rangle$, with $\alpha$ the fine-structure constant and $V$ the potential energy.

Without this coupling, a nondegenerate orbital state at K holds two electrons of opposite spin at one energy. First-order theory diagonalizes $H_{so}$ within that spin pair. The Mo plane is a mirror plane, so the orbital state is even or odd under $z\to-z$. The operators $L_x$ and $L_y$ change sign under this mirror, which also exchanges the two sulfur layers. Their expectation values, summed over equivalent atoms, therefore vanish, and $\zeta\langle L_z\rangle S_z$ remains. With $S_z=\pm\tfrac12$,

$$\Delta\equiv E_\uparrow-E_\downarrow=\sum_{\text{atoms}}\zeta_{\text{atom}}\langle L_z\rangle_{\text{atom}}.\tag{1}$$

Each expectation value includes the weight of the state on that atom.

The conduction state is mainly $d_{z^2}$. This orbital does not depend on the azimuth $\varphi$, so $L_z=-i\partial_\varphi$ gives zero. The valence state is mainly

$$d_2=\frac{d_{x^2-y^2}+i\,d_{xy}}{\sqrt2}\propto\cos2\varphi+i\sin2\varphi=e^{2i\varphi},$$

for which $L_z=2$. A pure $d_2$ state would split by $2\zeta_{Mo}$, a pure $d_{z^2}$ state by nothing at this order.

The complex combination matters: $\cos2\varphi$ or $\sin2\varphi$ alone has $\langle L_z\rangle=0$. More generally, the state $\cos\theta\,d_2+\sin\theta\,d_{-2}$ has

$$\langle L_z\rangle=2\cos^2\theta-2\sin^2\theta=2\cos2\theta.$$

Equal mixing removes the first-order splitting. At K the threefold axis through Mo prevents such mixing, because a rotation by $2\pi/3$ gives $d_2$ and $d_{-2}$ different phases. Strain that breaks this axis permits it.

Time reversal takes a state at $\mathbf k$ with spin up to one at $-\mathbf k$ with spin down, so $\Delta(-\mathbf K)=-\Delta(\mathbf K)$. At $\Gamma$, where $\mathbf k=-\mathbf k$, the two levels must coincide. Here K denotes the valley whose valence state has $m=+2$.

## Why these orbitals border the gap at K

In a simple picture, the sulfur neighbours select the orbitals. Consider a model with Mo d orbitals at energy zero, S p orbitals at $\varepsilon_p<0$, and hopping between neighbouring Mo and S atoms. The three bonds to one sulfur layer have azimuths $\varphi_j=\varphi_0+2\pi j/3$. With the orientation chosen here, their Bloch phases at K are $e^{2\pi ij/3}$. Rotating a bond multiplies the hopping between $d_m$ and $p_{m'}$ by $e^{i(m'-m)\varphi_j}$, so the sum contains

$$\sum_{j=0}^{2}e^{2\pi ij(m'-m+1)/3}.$$

This equals 3 if $m'-m+1$ is a multiple of 3, and zero otherwise. Thus $d_2$ couples to $p_1$, $d_0$ to $p_{-1}$, and $d_{-2}$ to $p_0$. These are the mirror-even pairs. The mirror-odd pairs are $d_1$–$p_0$ and $d_{-1}$–$p_1$.

To find the strengths, put one bond along $\mathbf n=(s,0,c)$, with $s^2+c^2=1$. Let $\xi$ be the coordinate along the bond and $\eta$ the one perpendicular to it in the $xz$ plane:

$$x=s\xi+c\eta,\qquad z=c\xi-s\eta.$$

Let $V_\sigma$ couple the p and d orbitals that are symmetric about the bond, and let $V_\pi$ couple $p_\eta$ to $\xi\eta$ and $p_y$ to $\xi y$. In a common normalization the d functions are

$$d_0=\frac{3z^2-r^2}{2\sqrt3},\quad d_{x^2-y^2}=\frac{x^2-y^2}{2},\quad d_{xy}=xy,\quad d_\sigma=\frac{3\xi^2-r^2}{2\sqrt3}.$$

On the bond axis $d_\sigma$ is the one d function that does not vanish, so the ratio of values there gives the $\sigma$ part. It is $(3c^2-1)/2=c^2-s^2/2$ for $d_0$ and $\sqrt3s^2/2$ for $d_{x^2-y^2}$. Expanding the polynomials gives the $\xi\eta$ coefficients $-\sqrt3sc$ and $sc$, respectively. The $\xi y$ coefficient of $d_{xy}$ is $s$. Since $p_x=s\,p_\xi+c\,p_\eta$,

$$\langle p_x|H|d_0\rangle=s(c^2-s^2/2)V_\sigma-\sqrt3sc^2V_\pi,$$

$$X\equiv\langle p_x|H|d_{x^2-y^2}\rangle=\tfrac{\sqrt3}{2}s^3V_\sigma+sc^2V_\pi,\qquad Y\equiv\langle p_y|H|d_{xy}\rangle=sV_\pi.$$

With $p_{\pm1}=\mp(p_x\pm ip_y)/\sqrt2$, the coupling of $p_{-1}$ to $d_0$ is $\langle p_x|H|d_0\rangle/\sqrt2$, and that of $p_1$ to $d_2$ is $-(X+Y)/2$. Three bonds add in phase. The even combination of the two sulfur layers, normalized by $1/\sqrt2$, contributes a further factor $2/\sqrt2=\sqrt2$. Hence

$$g_0=3\left|s(c^2-s^2/2)V_\sigma-\sqrt3sc^2V_\pi\right|,$$

$$g_2=\frac{3s}{\sqrt2}\left|\tfrac{\sqrt3}{2}s^2V_\sigma+(1+c^2)V_\pi\right|.$$

For each pair the energies satisfy $E(E-\varepsilon_p)=g^2$. The upper, antibonding level and its sulfur weight are

$$E=\frac{\varepsilon_p}{2}+\sqrt{\frac{\varepsilon_p^2}{4}+g^2},\qquad w_p=\frac{g^2}{g^2+(E-\varepsilon_p)^2}=\frac{E}{2E-\varepsilon_p}.\tag{2}$$

The last form follows on replacing $g^2$ by $E(E-\varepsilon_p)$.

Take a lattice constant of 0.316 nm and a sulfur height of 0.157 nm, which are rough MoS2 values. They give $s=0.758$ and $c=0.652$. The round model energies are $\varepsilon_p=-5.0$ eV, $V_\sigma=-3.2$ eV and $V_\pi=1.6$ eV. Then

$$g_0=3|-0.335-0.894|=3.69\ \text{eV},$$

$$g_2=1.608\,|-1.592+2.281|=1.11\ \text{eV}.$$

The $\sigma$ and $\pi$ paths reinforce each other for $d_0$ and largely cancel for $d_2$. Equation (2) places $d_2$ at 0.23 eV and $d_0$ at 1.95 eV. The other antibonding d levels lie higher. The model contains fourteen electrons: six from Mo and four p electrons from each S. The deeper, filled S 3s orbitals are left out. At K these fourteen electrons fill the seven lowest orbital levels: six sulfur-like ones and the $d_2$ level. With these parameters the model gives the required order of states at K, separated there by 1.72 eV. It should be used only at K. Elsewhere in the zone its seventh band rises above 1.1 eV and its eighth falls below 0.8 eV, so the two overlap and the model as a whole has no gap. That the band edges of real monolayer MoS2 lie at K is taken as known, not derived here. The sulfur weights are $0.234/5.468=0.043$ in the valence state and $1.954/8.908=0.219$ in the conduction state.

## How large the splittings are

The atomic constants were computed for free, spherical, spin-restricted atoms in the nonrelativistic local-density approximation, with Slater exchange and VWN correlation. They are $\zeta_{Mo}=84.7$ meV for 4d and $\zeta_S=57.0$ meV for 3p. Changing the numerical grid or the correlation formula moves them by less than 0.3%. The method error is larger, because the local-potential formula omits the two-electron exchange part of the spin-orbit coupling. The fine structure of the free S atom implies roughly 47 meV, so the sulfur constant is about 20% high; using 47 meV would change the conduction splitting found below from $-15.3$ to $-13.4$ meV. The corresponding error for Mo is not sized here. The last digit serves only to follow the arithmetic. For the valence state, equation (1) gives

$$\Delta_v^{(1)}=2(0.957)(84.7)+(0.043)(57.0)\approx162+2=165\ \text{meV},$$

where the sum is rounded last. Diagonalizing all 22 spin-orbital states gives 166 meV (0.166 eV).

The Mo term is zero in the conduction state, but the admixed sulfur orbital is $p_{-1}$, so

$$\Delta_c^{(1)}=-(0.219)(57.0)=-12.5\ \text{meV}.$$

Molybdenum enters at second order. Because $L_\pm d_0=\sqrt6\,d_{\pm1}$, the coupling takes $d_0\!\uparrow$ to $d_1\!\downarrow$ and $d_0\!\downarrow$ to $d_{-1}\!\uparrow$, each with matrix element $\sqrt6\,\zeta_{Mo}/2$. Its square is $\tfrac32\zeta_{Mo}^2$. Let $w_0$ be the $d_0$ weight of the conduction state, $E_c$ its energy, and $w_{k,\pm1}$ the $d_{\pm1}$ weights of level $k$. Subtracting the two second-order shifts gives

$$\Delta_c^{(2)}=-\tfrac32\zeta_{Mo}^2w_0\sum_k\frac{w_{k,1}-w_{k,-1}}{E_k-E_c}.\tag{3}$$

The upper $d_1$ and $d_{-1}$ levels are at 2.93 and 4.89 eV. From $w_d=1-w_p$ and equation (2), their d weights are 0.730 and 0.669. Their bonding partners, at $\varepsilon_p-E=-7.93$ and $-9.89$ eV, hold the remaining 0.270 and 0.331. The sum in (3) is therefore

$$\left(\frac{0.730}{0.976}-\frac{0.270}{9.88}\right)-\left(\frac{0.669}{2.93}-\frac{0.331}{11.84}\right)\approx0.52\ \text{eV}^{-1}.$$

The prefactor is $1.5(0.0847)^2(0.781)=0.0084\ \text{eV}^2$, so $\Delta_c^{(2)}\approx-4.4$ meV. Full diagonalization gives $-15.3$ meV ($-0.0153$ eV), rather than the sum $-16.9$ meV. The difference is almost entirely the second-order cross term in $\zeta_{Mo}\zeta_S$, about $+1.7$ meV; the term in $\zeta_S^2$ and the higher orders each contribute only about $-0.1$ meV.

The valence splitting is thus about 11 times the conduction splitting in this model. The different orders can be seen directly. With sulfur coupling switched off and the orbital model fixed, $\zeta_{Mo}$ was raised from 0.05 to 0.10 of its atomic value. The valence splitting grew by a factor 2.00 and the conduction splitting by 4.01, as expected for linear and quadratic terms.

## How the model compares with MoS2

The real valence splitting is roughly 150 meV, so the estimate is about 10% high. Band calculations put the conduction splitting at roughly 3 meV, and the model overestimates this several times. Interactions between carriers can change the splitting seen in a measurement. The contrast is explained, but the small number is not predicted. It depends on the sulfur weight and on the order of the mirror-odd levels. If the $d_{-1}$ levels lay closer to the conduction edge than the $d_1$ levels, the sum in (3) could change sign and oppose the sulfur term. That such a cancellation makes the real value so small is a conjecture here.

Two omissions can be sized. Adding Mo–Mo and S–S $\sigma$ hoppings of $-0.5$ and $+0.5$ eV, with all else fixed, changes the valence splitting to 168 meV and the conduction splitting to $-12.9$ meV. These shifts are about 1% and 16% of the original magnitudes. The signs matter: over all four sign choices at the same strength, the valence splitting stays between 162 and 168 meV, while the conduction splitting ranges from about $-13$ to $-24$ meV. The charge on Mo matters more for the valence band: a free Mo$^{2+}$ ion has $\zeta=103$ meV, 22% above the neutral atom, which would raise the model's valence splitting to about 202 meV. The closeness to experiment therefore depends partly on the choice of a neutral atom. Relativistic changes of the radial orbitals are also omitted; in a free Mo atom they lower $\zeta$ by about 2%, or about 3% when the relativistic form of the operator is included. A gate field or substrate breaks the mirror symmetry. A uniform vertical field keeps the threefold axis, so it does not mix the two spin branches of a band exactly at K, but it can tilt the spins away from K. The effect in a real device is not sized here.

## What to do in device work

**Use separate splittings for electrons and holes.** The conduction value should come from a measurement or a full relativistic band calculation, not from scaling the valence value.

**Compare each splitting with the thermal energy,** 25.9 meV at 300 K. For dilute carriers in one K valley, with equal masses in both branches, the occupation ratio is $e^{-|\Delta|/k_BT}$. It is 0.0016 for holes with the model's 166 meV. For electrons it is 0.55 with the model's 15.3 meV, and about 0.9 with the 3 meV typical of band calculations. Holes at K are therefore the better choice when spin must follow the valley at room temperature, provided that few holes occupy $\Gamma$, where the spin levels are paired. This condition can be the stricter one: a $\Gamma$ maximum 0.1 eV below K, with a mass five times larger, would hold about a tenth as many holes as the two K valleys together. High carrier density weakens the selection, since filling can reach the second branch.

**Do not equate an optical splitting with the valence splitting.** For transitions that conserve spin, and without electron–hole attraction, the two transition energies at K differ by

$$(E_{c\downarrow}-E_{v\downarrow})-(E_{c\uparrow}-E_{v\uparrow})=\Delta_v-\Delta_c.$$

In the model this is $166+15=181$ meV. The small conduction term enters with its sign.

**When changing the compound, scale the terms separately.** At fixed orbital energies and weights, a larger metal $\zeta$ raises the valence Mo term linearly and the conduction Mo term quadratically, while a larger chalcogen $\zeta$ raises the first-order p term linearly. These statements concern the size of each term. The two conduction terms can have opposite signs, so their sum may shrink or reverse. A real substitution also changes the orbitals, so this rule indicates a trend and does not replace a calculation. The numerical output below gives the remaining intermediate values.

## Computed results

```
Free atoms, nonrelativistic spin-restricted LDA
zeta Mo 4d, neutral 4d5 5s1: 84.71 meV
zeta Mo 4d, ion 2+ 4d4: 103.39 meV
zeta S 3p, neutral: 57.04 meV
largest relative virial error: 0.000013
(Z alpha)^2 for Mo: 0.094
Crystal model inputs
lattice constant: 0.316 nm
S height above Mo plane: 0.157 nm
S p energy relative to Mo d: -5.00 eV
V_sigma: -3.20 eV
V_pi: 1.60 eV
Orbital states at K without spin-orbit coupling
direction cosine in plane s: 0.7580
direction cosine vertical c: 0.6523
pair coupling g2: 1.107 eV
pair coupling g0: 3.687 eV
valence energy: 0.234 eV
conduction energy: 1.954 eV
orbital gap: 1.720 eV
upper mirror-odd level with d m=1: 2.930 eV
upper mirror-odd level with d m=-1: 4.886 eV
valence Mo d m=2 weight: 0.9572
valence S p weight: 0.0428
conduction Mo d m=0 weight: 0.7806
conduction S p weight: 0.2194
Spin splittings E_up - E_down at K
pure Mo d m=2 estimate, 2 zeta: 169.42 meV
valence first order, Mo: 162.17 meV
valence first order, S: 2.44 meV
valence full: 165.87 meV
conduction first order, Mo: 0.00 meV
conduction first order, S: -12.51 meV
conduction second order, Mo: -4.38 meV
conduction full: -15.32 meV
valence/conduction magnitude ratio: 10.83
valence ratio on doubling Mo zeta, S off: 2.001
conduction ratio on doubling Mo zeta, S off: 4.008
Sizes of neglected effects and use at 300 K
added hopping: Mo-Mo sigma = -S-S sigma: -0.50 eV
valence full with added hopping: 167.78 meV
conduction full with added hopping: -12.85 meV
thermal energy: 25.85 meV
valence Boltzmann factor: 0.00163
conduction Boltzmann factor: 0.553
```
